\section*{Decay of Reflectance Fringes from a Weakly Absorbing Growing Film, part 2}

The problem is to find the extinction coefficient $k$ of a growing film from the decay of its reflectance fringes. Light of vacuum wavelength $\lambda$ arrives at normal incidence, with time factor $e^{-i\omega t}$. The depth $x$ points downward. The uniform film, of index $n$ and thickness $d$, fills $0<x<d$ between vacuum or thin plasma (index 1) and an endless transparent substrate of index $n_s$. Indices and $k$ are pure numbers. The field $E$ obeys
\begin{equation}
\frac{d^2E}{dx^2}+k_0^2N^2E=0,\qquad k_0=\frac{2\pi}{\lambda},\qquad N=n+ik .
\label{eq:wave}
\end{equation}
$E$ and $dE/dx$ are continuous at the interfaces. For unit incident amplitude the reflected amplitude is
\begin{equation}
r=\frac{a+bZ}{1+abZ},\qquad a=\frac{1-N}{1+N},
\label{eq:airy}
\end{equation}
with $b=(N-n_s)/(N+n_s)$ and
\begin{equation}
Z=\rho\,e^{i\theta},\qquad
\theta=\frac{4\pi nd}{\lambda},\qquad
\rho=\exp\!\left(-\frac{4\pi kd}{\lambda}\right)=e^{-\kappa\theta},\qquad
\kappa=\frac{k}{n}.
\label{eq:split}
\end{equation}
To leading order in the interface reflectivities, the reflectance $R=|r|^2$ is
\begin{equation}
R\simeq|a|^2+|b|^2\rho^2+2|a||b|\rho\cos(\theta+\varphi),
\label{eq:lead}
\end{equation}
where $\varphi$ is the phase of $a^*b$, zero for a transparent film with $1<n<n_s$. The first correction dropped here is at most $2|ab|(|a|+|b|)^2$ in magnitude. One fringe, $\Delta d=\lambda/(2n)$, multiplies the fringe amplitude, not the mean reflectance, by $F=\exp(-2\pi k/n)$.

From successive extreme values $R_j$ of a trace, the amplitude is measured as
\begin{equation}
A_j=\frac12\left|R_j-\frac{R_{j-1}+R_{j+1}}{2}\right|.
\label{eq:three}
\end{equation}
The background $|b|^2\rho^2$ leaves small errors in $A_j$, of second order in $\kappa$, which are negligible when $k\ll n$ unless the top reflection is very faint.

\section{Finite reflection and a worked example}

The symbols carried over are these. The film has index $n$, extinction coefficient $k$ and thickness $d$, with $\kappa=k/n$; the substrate has index $n_s$. The top surface and the film/substrate interface have reflection amplitudes $a$ and $b$. The round-trip factor is $\rho e^{i\theta}$ with $\theta=4\pi nd/\lambda$ and $\rho=e^{-\kappa\theta}$. One fringe is $\Delta d=\lambda/(2n)$, and to leading order in the reflections it multiplies the fringe amplitude by $F=\exp(-2\pi k/n)$. Amplitudes are read from three successive extrema. From here on the subscript of $A$ counts whole fringes, not extrema. If $A_1$ and $A_{1+M}$ are amplitudes measured $M$ fringes, that is $2M$ extrema, apart, inverting the law gives
\begin{equation}
k=\frac{n}{2\pi M}\ln\frac{A_1}{A_{1+M}}.
\label{eq:invert}
\end{equation}

How weak must the reflections be for this $k$ to be trusted? The full reflectance answers the question if the small phases that absorption gives to $a$ and $b$ are neglected. Let $s=|a|$ and $u=|b|\rho$, and let $\sigma_{ab}=\pm1$ be the sign of $ab$. With $v=2\sigma_{ab}su\cos\theta$,
\begin{equation}
R=\frac{s^2+u^2+v}{1+s^2u^2+v},\qquad
\frac{\partial R}{\partial v}=\frac{(1-s^2)(1-u^2)}{(1+s^2u^2+v)^2}>0 .
\end{equation}
At fixed $\rho$ the extremes of $R$ thus lie at $v=\pm2su$, where numerator and denominator are perfect squares:
\begin{equation}
R_\pm=\left(\frac{s\pm u}{1\pm su}\right)^2 .
\end{equation}
These are the two envelopes of the trace. Half their difference is $A=\tfrac12(p+q)(p-q)$, with $p=(s+u)/(1+su)$ and $q=(s-u)/(1-su)$. Over the common denominator $1-s^2u^2$, the two numerators are $(s+u)(1-su)=s+u-s^2u-su^2$ and $(s-u)(1+su)=s-u+s^2u-su^2$. Their sum is $2s(1-u^2)$ and their difference is $2u(1-s^2)$, so
\begin{equation}
A=\frac{2su\,(1-s^2)(1-u^2)}{(1-s^2u^2)^2}.
\label{eq:env}
\end{equation}

Only $u$ changes during growth, and $d\ln u/d\theta=-\kappa$. The apparent extinction coefficient, inferred from the local decay of $A$, therefore stands to the true one in the ratio
\begin{equation}
L=\frac{d\ln A}{d\ln u}
=1-\frac{2u^2}{1-u^2}+\frac{4s^2u^2}{1-s^2u^2}\simeq1-2u^2 ,
\label{eq:L}
\end{equation}
the last form holding for small $s$ and $u$. The three terms come from $\ln u$, $\ln(1-u^2)$ and $-2\ln(1-s^2u^2)$.

The two interfaces play unequal parts. The top reflection supplies the constant factor $s(1-s^2)$, which cancels in a ratio, and otherwise enters only through the product $s^2u^2$. The film/substrate reflection matters directly: the factor $1-u^2$ in Eq.~\eqref{eq:env} suppresses the fringes, and as absorption reduces $u$ this suppression is lifted. As long as $s^2<1/2$, the term in $s^2u^2$ cannot outweigh this effect, so the envelope amplitude of Eq.~\eqref{eq:env} decays more slowly than $\rho$ and $k$ is underestimated. This holds within the approximations made. When the top reflection is faint and $\kappa$ is a few percent, the neglected phases and background errors are no longer small, and amplitudes read from three extrema can give a slight overestimate instead: $n=1.05$, $\kappa=0.04$, $n_s=1.35$, read at minima over five fringes, gives 1.014 times the true $k$. Since $L$ at the start of growth depends on $|b|$ and not on the rate of absorption, the relative error does not vanish as $k\to0$. For small $s$, $L$ reaches zero at $u^2=1/3$; above that value the amplitude at first grows with thickness, although the film absorbs.

As an example, take $n=1.40$, $k=0.010$, $n_s=1.77$, $\lambda=405$ nm and a growth rate of 60 nm/min. These are round model parameters, in the rough regime of an absorbing fluorocarbon plasma deposit on a sapphire-like window watched with a violet laser. Neglecting $k$ in the interface amplitudes,
\begin{equation}
a\simeq\frac{1-1.40}{1+1.40}=-0.167,\qquad
b\simeq\frac{1.40-1.77}{1.40+1.77}=-0.117 .
\end{equation}
The fringe spacing is $405/(2\times1.40)=144.6$ nm, which takes 144.6 s to grow; the numbers agree because 60 nm/min is 1 nm/s. The loss per fringe is
\begin{equation}
\frac{2\pi k}{n}=\frac{2\pi\times0.010}{1.40}=0.0449,\qquad
F=e^{-0.0449}=0.956 .
\end{equation}
Each fringe is 4.4\% smaller than the one before. Ten fringes reduce the amplitude to $e^{-0.449}=0.638$ of its value, and halving it takes $\ln2/0.0449=15.4$ fringes.

An independent trace follows from the wave equation without interface or film formulas. Let $h$ be height above the substrate and $G=(ik_0)^{-1}dE/dx$. Since $x$ points downward,
\begin{equation}
\frac{dE}{dh}=-ik_0G,\qquad \frac{dG}{dh}=-ik_0N^2E ,
\end{equation}
with $E=1$ and $G=n_s$ at $h=0$, where only a transmitted wave exists. Just above a film of thickness $h$, $E$ and $G$ are proportional to $1+r$ and $1-r$, so $r=(E-G)/(E+G)$. One numerical integration gives the reflectance at every thickness. Carried through 12.3 fringes, it starts at $R=0.0773$, the bare-substrate value, and its extrema give a spacing of 144.65 nm.

The amplitudes in this trace are 0.03575 at fringe 1 and 0.02299 at fringe 11, counted by $d/\Delta d$. Equation \eqref{eq:invert} then gives
\begin{equation}
k=\frac{1.40}{2\pi\times10}\ln\frac{0.03575}{0.02299}=0.0098 ,
\end{equation}
which is 1.6\% below the true 0.010. Equation \eqref{eq:L} accounts for the deficit. Averaged between two values $u_1$ and $u_{11}$, the ratio $1-2u^2$ becomes $1-(u_1^2-u_{11}^2)/\ln(u_1/u_{11})$. With $|b|^2=0.0136$, the values are $u_1^2=0.0136\,e^{-0.090}=0.0124$ and $u_{11}^2=0.0136\,e^{-0.987}=0.0051$, so
\begin{equation}
\frac{k_{\rm app}}{k}\simeq1-\frac{0.0124-0.0051}{0.449}=0.984 .
\end{equation}
The trace gives 0.9842 and the full envelope formula 0.9843. These values are for light arriving from the plasma side. If the film is watched from outside, through the window, the two interfaces exchange roles: $|a|$ replaces $|b|$ in the correction, and the same film gives 0.967, before the outer face of the window is counted.

The limiting law was tested on two nearly index-matched substrates, again over ten fringes. With $n_s=1.45$ and the other parameters unchanged, the apparent $k$ is 0.9996 of the true value. With $n=2.00$, $k=0.050$, $n_s=2.10$ and $\lambda=633$ nm, it is 0.9997. In the second case $|a|$ is about $1/3$, so the top surface reflects some 11\% of the light, and the law still holds closely because $|b|$ is small.

Strong reflection at the substrate has a different effect. Keep the first film and wavelength, but let $n_s=4.0$, so that $|b|^2=0.232$. This is a model value chosen to show the effect: semiconductors of so high an index generally absorb at 405 nm, which makes $n_s$ complex. At the start of growth Eq.~\eqref{eq:L} gives
\begin{equation}
L=1-\frac{2\times0.232}{0.768}+\frac{4\times0.0278\times0.232}{0.994}=0.42 .
\end{equation}
Over fringes 1 to 11 the ratio recovers as $u$ falls, and the trace gives an average of 0.686, as do the envelopes. The simple rule would report $k=0.0069$ instead of 0.010. On such a substrate the amplitudes should be fitted with Eq.~\eqref{eq:env}.

The rear face of a window is a further source of error. For the sapphire-like substrate it reflects a fraction $R_b=0.077$. If this light returns incoherently, summing its repeated passages gives
\begin{equation}
R_{\rm tot}=R+\frac{T^2R_b}{1-R'R_b},
\label{eq:rear}
\end{equation}
where $T$ is the film's transmittance and $R'$ its reflectance seen from the substrate. For $k=0$, $T=1-R=T_0/|1+abZ|^2$ with $T_0=(1-s^2)(1-|b|^2)=0.96$. Weak absorption multiplies this by the single-passage loss $\rho$. To first order in $ab$, and with $\varphi=0$, $T^2\simeq T_0^2\rho^2(1-4|ab|\rho\cos\theta)$. Its fringes oppose those of $R$. Neglecting $R'R_b$, the combined amplitude is
\begin{equation}
2|ab|\rho\left(1-2T_0^2R_b\rho^2\right)\simeq2|ab|\rho\left(1-0.14\rho^2\right).
\end{equation}
The subtraction fades as the film absorbs, so the decay again looks too slow. Equation~\eqref{eq:rear}, evaluated in full, gives an apparent $k$ of 0.79 times the true one. With light arriving from the plasma side, the rear face in this example matters far more than multiple reflection inside the film, and its light must be removed, for instance by a wedge, or included in the fit.

Other effects make the fringes decay too fast. Suppose the thickness varies uniformly across the beam by a full relative width $w$. Averaging the fringe phase gives
\begin{equation}
\frac1w\int_{-w/2}^{w/2}\cos[\theta(1+\epsilon)]\,d\epsilon
=\cos\theta\,\frac{\sin(\theta w/2)}{\theta w/2},
\end{equation}
because the odd part of the integrand cancels. At fringe $m$, where $\theta=2\pi m$, the amplitude gains the factor $\sin(\pi mw)/(\pi mw)\simeq1-(\pi mw)^2/6$. For $w=1\%$ and $m=11$ this is 0.980, and the apparent $k$ rises from 0.984 to 1.028 of the true value. While $\pi mw$ is small, the logarithm of this factor is nearly quadratic in $m$, not linear as for absorption. Curvature in a plot of $\ln A$ against $m$ does not by itself identify thickness spread, however, since the rise of $L$ toward 1 bends the plot the same way.

A laser bandwidth spreads $\theta$ in the same manner if the indices do not vary across it. A flat spectrum of full width 1 nm has a relative width of 0.25\%, and it changes the apparent ratio only from 0.984 to 0.987; a Gaussian line of 1 nm full width at half maximum changes it to 0.990.

Surface roughness can be estimated with Gaussian heights of rms value $\sigma$, for which a phase $qh$ reduces the mean field by $\langle e^{iqh}\rangle=e^{-q^2\sigma^2/2}$. The top reflection has $q=2k_0$. The substrate beam crosses the surface twice, replacing vacuum by film each time, so it has $q=2(n-1)k_0$ if both crossings occur at the same surface point. The interference term is multiplied by
\begin{equation}
\exp\!\left\{-2(k_0\sigma)^2\left[1+(n-1)^2\right]\right\}.
\end{equation}
This holds for the specular beam and for heights that vary slowly along the surface, over distances large beside the wavelength and the film thickness. If the detector also collects the light scattered by such a surface, the reflectance itself is averaged over thickness and the factor becomes $\exp[-2(nk_0\sigma)^2]$, a larger loss. For $\sigma=5$ nm, $k_0\sigma=0.0776$ and the specular factor is 0.986; with all the light collected it is 0.977. The specular value is used below. If the surface is smooth at fringe 1 and reaches this roughness by fringe 11, the exponent 0.0140 is added to a true loss of 0.449, raising the apparent $k$ by 3.1\% of its true value.

Set beside real deposits, $n=1.40$ is a reasonable rough value for a fluorocarbon film, but $k=0.010$ is high for a clear film; it stands for a darkened deposit, whose refractive index may also differ from the value kept here. This matters because the losses from roughness and thickness spread do not depend on $k$. With the same geometry and $k=0.001$, the absorption exponent over ten fringes is only 0.045. The same roughness would then add about 31\% to the apparent $k$, and the same thickness spread about 44\%. For clear films, a fringe decay read as absorption gives a useful $k$ only if these other losses are small beside $2\pi Mk/n$ or are known well enough to be divided out. Real growth may also change the film's index with depth, and inclusions may scatter light. Neither effect is included in these estimates. The numerical output follows.

\section*{Computed values}
\begin{verbatim}
film index n: 1.40
film extinction coefficient k: 0.0100
substrate index: 1.77
wavelength: 405 nm
growth rate: 60 nm/min
top interface |a|: 0.1667
film/substrate interface |b|: 0.1168
|b| squared: 0.0136
fringe spacing lambda/(2n): 144.64 nm
fringe spacing from Helmholtz trace: 144.65 nm
fringe period in time: 144.6 s
exponent 2 pi k/n per fringe: 0.04488
predicted amplitude factor per fringe: 0.95611
Helmholtz amplitude factor per fringe: 0.95679
predicted factor over 10 fringes: 0.6384
Helmholtz factor over 10 fringes: 0.6429
fringes to halve amplitude: 15.44
reflectance at zero thickness: 0.07727
fringe amplitude at fringe 1: 0.03575
fringe amplitude at fringe 11: 0.02299
k recovered from the trace: 0.00984
apparent k / true k, Helmholtz: 0.9842
apparent k / true k, envelopes: 0.9843
largest dropped reflectance: 0.00304
leading estimate of its bound: 0.00313
index-matched case 1 (n=1.40, k=0.010, ns=1.45, 405 nm), apparent/true k: 0.99962
index-matched case 2 (n=2.00, k=0.050, ns=2.10, 633 nm), apparent/true k: 0.99967
high substrate index: 4.0
high-index |b| squared: 0.2318
high-index apparent/true k, Helmholtz: 0.6857
high-index apparent/true k, envelopes: 0.6862
high-index local ratio at d=0: 0.4224
rear-face reflectance: 0.0773
apparent/true k with rear face: 0.7926
thickness spread, full width: 1.0 %
apparent/true k with thickness spread: 1.0284
spread loss at fringe 11, averaged trace: 0.9802
spread loss at fringe 11, formula: 0.9802
laser bandwidth, full width: 1.0 nm
apparent/true k with bandwidth: 0.9869
final rms roughness: 5.0 nm
roughness factor on fringe amplitude: 0.9861
roughness shift of apparent k: +3.11 %
\end{verbatim}
